# Why and when upward-selective emission cools a vertical wall better

A vertical wall has a horizontal normal, so reflection in the horizontal plane maps its field of view onto itself. An emitter with no preferred direction therefore sends half its radiation below the horizon, where there is no sky. Two further requirements restrict the form of the heat balance. Street dimensions can enter a heat flux only through their ratios, because the radiation is treated as rays and carries no length of its own. The exchange with each source must also vanish when wall and source have the same temperature. If the sources are black, their exchanges with the wall simply add. For a coat whose emissivity has one angular pattern within a given spectral band, the net radiative loss per unit wall area is then

\[
P(T)=\sum_s K_s\,[E(T)-E(T_s)] .
\]

Here \(E(T)\) is the blackbody exitance in the band where the coat emits, and \(K_s\) is a pure number, the emissivity-weighted share of the view taken by source \(s\). Positive \(P\) means cooling. A source warmer than the wall gives a negative term, and a smaller \(K_s\) weakens it. Whether a selective coat wins depends on whether the terms it weakens were heating or cooling the wall.

## The street and its view fractions

Consider a long straight street of width 20 m, with buildings 10 m high, seen from a wall point 5 m above the ground. Let \(x\) point away from the wall, \(y\) along the street and \(z\) upward. A direction is written

\[
(\cos\alpha\cos\psi,\ \sin\alpha,\ \cos\alpha\sin\psi),
\]

where \(\psi\) is the profile angle, the elevation seen in the plane across the street, and \(\alpha\) is the angle out of that plane. The cosine to the wall normal is \(\cos\theta=\cos\alpha\cos\psi\). Since \(\alpha\) is a latitude about the \(y\) axis and \(\psi\) the longitude, \(d\Omega=\cos\alpha\,d\alpha\,d\psi\). Dividing the projected solid angle by its total \(\pi\), and using \(\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\pi/2\), gives the view fraction

\[
\frac{\cos\psi\,d\psi}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\tfrac12\cos\psi\,d\psi .
\]

A ray reaches the plane of the opposite facade at height \(5\,\mathrm m+(20\,\mathrm m)\tan\psi\), whatever its \(\alpha\). It meets the facade for \(|\psi|<\gamma\), with \(\tan\gamma=5/20\), hence \(\gamma=14.04^\circ\). The facade fills the fraction \(\sin\gamma=0.2425\); ground and sky each fill \((1-\sin\gamma)/2=0.3787\).

The model takes ground and facade as black, at uniform given temperatures. The air has one temperature \(T_a\). Over the full height of the atmosphere it is opaque outside the wavelength window 8–13 µm, and inside the window it transmits a fraction \(t\) along the vertical. Absorption and emission by the air between the street surfaces are neglected, although outside the window humid air would intercept part of their exchange. A slanted ray has elevation \(\beta\) with \(\sin\beta=\cos\alpha\sin\psi\), so its path is longer by the factor \(1/\sin\beta\) and its transmittance is \(t^{1/\sin\beta}\).

## Where the cooling comes from

For a reciprocal surface, absorptivity equals emissivity \(\varepsilon\) for each direction and wavelength, after averaging over polarization. The general balance is therefore

\[
P(T)=\int d\lambda\int d\Omega\,\cos\theta\;\varepsilon\,[B(\lambda,T)-L_{\rm in}],
\]

with \(B\) the blackbody radiance and \(L_{\rm in}\) the arriving radiance. A channel, meaning one direction and one wavelength, cools the wall if \(B>L_{\rm in}\) and heats it if \(B<L_{\rm in}\).

For ground and facade \(L_{\rm in}=B(\lambda,T_s)\), which gives the terms already written. In the window the sky sends \((1-t^{1/\sin\beta})B(\lambda,T_a)\), the radiation from space being neglected. The bracket then becomes

\[
B(\lambda,T)-B(\lambda,T_a)+t^{1/\sin\beta}B(\lambda,T_a).
\]

The first two terms are exchange with a black source at air temperature. The third is the radiation that a black sky would have sent but the transparent air does not. Collecting everything,

\[
P=\sum_s K_s[E(T)-E(T_s)]+K_tW(T_a),
\]

where the sum includes the sky with \(T_s=T_a\), \(W\) is the blackbody exitance in 8–13 µm, and

\[
K_t=\int_\gamma^{\pi/2}\!\!d\psi\,\frac{\cos\psi}{2}\,\varepsilon(\psi)\,\frac2\pi\int_{-\pi/2}^{\pi/2}\!\!d\alpha\,\cos^2\!\alpha\;t^{1/(\cos\alpha\sin\psi)} .
\]

This holds for coats that emit in the whole window; \(E=W\) for a window-only coat and \(E=\sigma T^4\) for a broadband one. If wall, ground, facade and air share one temperature, \(K_tW(T_a)\) is all that remains.

## A surface that looks upward

A flat, laterally uniform, opaque coat cannot supply the upward preference if it is reciprocal. Light arriving from \((s_x,s_y,s_z)\) is reflected specularly toward \((s_x,-s_y,-s_z)\). Reciprocity gives the reversed path the same reflectance, summed over polarizations. What is not reflected is absorbed, so the absorptivities for these two directions agree. In the plane across the street, \(\varepsilon(\psi)=\varepsilon(-\psi)\).

Tilting an optic axis does not evade this. Take a film on a perfect mirror, with principal permittivities \(2+0.5i\) and \(5+i\), axes turned by 35° in the plane of incidence, and a thickness of \(1/2\pi\) vacuum wavelengths. For light polarized in that plane, at an incidence angle of sine 0.7, it absorbs 0.6010 from both sides. A nonreciprocal film of the same thickness, with diagonal permittivity \(3+0.5i\) and off-diagonal elements \(\pm i\), absorbs 0.5296 from one side and 0.6224 from the other.

A reciprocal surface can instead redirect the reflected light. Let the wall carry horizontal black ledges of depth \(d\), repeated at vertical pitch \(p\). From the inner corner \(C\) of each ledge a mirror rises outward to the tip \(M\) of the ledge above. Its tilt from the vertical is \(\delta\), so \(\tan\delta=d/p\). Let \(T\) denote the tip of the lower ledge in this construction; the opening \(TM\) is vertical and has width \(p\).

Reflect the ledge \(CT\) in the mirror line \(CM\), which sends \(T\) to \(T'\). A ray that meets the mirror then continues straight in the unfolded figure \(CTMT'\). It is absorbed if it ends on \(CT\) or \(CT'\), and returns to the street if it leaves through \(MT'\). The motion along \(y\) is unaffected, so this plane figure serves for every \(\alpha\).

Triangle \(TMT'\) has two sides \(p\) enclosing the angle \(2\delta\). Its base \(TT'\) has length \(2p\sin\delta\) and is perpendicular to \(CM\), whose direction is \((\sin\delta,\cos\delta)\) in the \(xz\) plane. A beam from profile angle \(\psi\) travels along \(-(\cos\psi,\sin\psi)\). The beam width crossing the base toward \(C\) is

\[
2p\sin\delta\,(\sin\delta\cos\psi+\cos\delta\sin\psi)=2p\sin\delta\sin(\psi+\delta),
\]

while the width entering the opening is \(p\cos\psi\). Their ratio, with \(2\sin A\sin B=\cos(A-B)-\cos(A+B)\), is

\[
\varepsilon(\psi)=1-\frac{\cos(\psi+2\delta)}{\cos\psi}.
\]

For \(\psi<-\delta\) no ray crosses the base toward \(C\), so \(\varepsilon=0\). For \(\psi>90^\circ-2\delta\) every ray entering the opening crosses the base, so \(\varepsilon=1\). The average over the view is

\[
\int_{-\delta}^{\pi/2-2\delta}\!\!\sin\delta\sin(\psi+\delta)\,d\psi+\frac12\int_{\pi/2-2\delta}^{\pi/2}\!\!\cos\psi\,d\psi
\]
\[
=\sin\delta(1-\sin\delta)+\tfrac12(1-\cos2\delta)=\sin\delta ,
\]

because \(\tfrac12(1-\cos2\delta)=\sin^2\delta\).

Choose \(\delta=30^\circ\), which makes the average one half, the share of the view above the horizon. Between \(-30^\circ\) and \(30^\circ\),

\[
\varepsilon(\psi)=\tfrac12+\tfrac{\sqrt3}{2}\tan\psi .
\]

The emissivity is 0 below this range and 1 above it: a soft step centred on the horizon. Ray tracing of teeth with tilts of 20°, 30° and 40°, at profile angles from −85° to 85°, agrees with the general formula within 0.0005.

The weighted fractions follow. For the ground, since \(\varepsilon\cos\psi=\sin(\psi+30^\circ)\) in the transition range,

\[
K_g=\tfrac12\int_{-30^\circ}^{-\gamma}\sin(\psi+30^\circ)\,d\psi=\tfrac12[1-\cos(30^\circ-\gamma)]=0.0193 .
\]

The facade is centred on the horizon and \(\varepsilon(\psi)+\varepsilon(-\psi)=1\), so its fraction is halved to 0.1213. The sky keeps 0.3595 of its original 0.3787.

## A hot afternoon

Take air at 305 K, facade at 315 K, ground at 325 K and \(t=0.75\). The street temperatures are held fixed when the coat is changed. At these three temperatures the total blackbody exitances are 490.7, 558.3 and 632.6 W/m², and the window exitances are 159.9, 185.5 and 213.3 W/m².

First hold the wall at air temperature. For the broadband diffuse coat the terms are

- ground: \(0.3787(490.7-632.6)\approx-54\) W/m²;
- facade: \(0.2425(490.7-558.3)\approx-16\) W/m²;
- sky: \(0.2035\times159.9\approx32.5\) W/m².

The sum is −37.6 W/m²: the wall is heated, although it sees a clear sky. For the sawtooth with ledges that emit only in the window, and reflect specularly elsewhere,

- ground: \(0.0193(159.9-213.3)\approx-1.0\) W/m²;
- facade: \(0.1213(159.9-185.5)\approx-3.1\) W/m²;
- sky: \(0.1968\times159.9\approx31.5\) W/m².

The sum is 27.3 W/m². The improvement of 65 W/m² consists of about 53 from the ground and 13 from the facade, less 1 from the sky. The upward coat collects no additional cold; it avoids heat. It loses little from the sky because it gives up only 5% of the sky's view fraction. The transmitted part falls by still less, 3%, since the directions it weakens lie low, where the air path is long and transmits least.

No coat can do much better at this wall temperature. Every sky channel in the window cools, the other sky channels are neutral, and ground and facade only heat. The upper bound is thus the full sky term, 32.5 W/m².

Two intermediate coats separate colour from direction. A diffuse coat emitting only in the window gives 6.1 W/m²; a broadband sawtooth gives 20.5 W/m². Spectral selection is therefore worth 44 W/m² if applied first but only 7 W/m² after angular selection. Angular selection is worth 58 W/m² first and 21 W/m² second. The contributions do not add, because both filters remove some of the same channels, namely ground and facade radiation outside the window.

As a check on the source sum, the wavelength and direction integrals were also evaluated directly for all four coats at a wall temperature of 300 K, with ray-street intersections and ray-traced emissivities. The largest difference was 0.003 W/m².

## From power to temperature

Greater cooling at one chosen temperature does not by itself decide which wall ends up cooler. With convection coefficient \(h\), absorbed sunlight \(S\) and an insulated back, the steady temperature solves

\[
P(T)+h(T-T_a)=S .
\]

The left side rises with \(T\), because blackbody radiance does and \(\varepsilon\ge0\). Insert the diffuse wall's steady temperature \(T_d\) into the balance of the selective wall. Since \(h(T_d-T_a)-S=-P_d(T_d)\), the excess loss is

\[
P_u(T_d)+h(T_d-T_a)-S=P_u(T_d)-P_d(T_d).
\]

If this is positive, the selective wall loses too much heat at \(T_d\) and must settle below it; if negative, above it. With equal \(h\) and \(S\), the selective wall is cooler exactly when

\[
P_u(T_d)>P_d(T_d).
\]

Equivalently, the channels it gives up must bring net heat to the diffuse wall at that wall's own steady temperature.

At the chosen point 5 m above the ground, with \(h=8\) W/m²K, \(S=10\) W/m² and no heat conducted along the wall, the broadband diffuse wall settles at 308.3 K and the window-upward wall at 303.1 K, 1.9 K below the air. The advantage is 5.2 K. The intermediate coats settle at 305.4 K (window diffuse) and 304.1 K (broadband upward).

Linearization shows the sizes. The radiative slope of the diffuse coat is \(4\sigma T_a^3=4(490.7)/305=6.44\) W/m²K, so its temperature rise is about

\[
\frac{10+37.6}{8+6.44}=3.3\ \mathrm K .
\]

For the upward window coat the slope is half that of \(W\). Estimating the latter from the values at 305 and 315 K gives \(0.5(185.5-159.9)/10=1.28\) W/m²K, and

\[
\frac{10-27.3}{8+1.28}=-1.9\ \mathrm K .
\]

The coupling to the surroundings can be stated separately. For each kelvin by which ground and facade both warm, near their present temperatures, the diffuse wall receives 4.67 W/m² more and the upward wall 0.38 W/m² more.

## Removing the suspected cause

To test the explanation, set ground and facade to air temperature and leave everything else unchanged. For a wall also at air temperature the order reverses: the diffuse coat loses 32.5 W/m² and the upward coat 31.5 W/m². Without warm surroundings, turning away from the ground only sacrifices some sky.

At steady state, however, an advantage of 0.76 K survives. Both walls now lie below air temperature, where facade, ground and opaque air return heat. The linear estimates are

\[
\frac{10-32.5}{14.44}=-1.56\ \mathrm K,\qquad \frac{10-31.5}{9.28}=-2.32\ \mathrm K .
\]

The upward coat loses slightly less to the sky but is more weakly tied to everything at air temperature. Warming the surroundings to their afternoon values raises the advantage from 0.76 to 5.2 K. In this example they are the main cause, though not the sole one.

Little warmth is needed for the order to change at a wall temperature equal to that of the air. The sky deficit is \((0.2035-0.1968)159.9=1.07\) W/m². Per kelvin, the diffuse coat takes up more from the ground by \(0.3787(6.44)-0.0193(2.56)=2.39\) W/m², and more from the facade by \(0.2425(6.44)-0.1213(2.56)=1.25\) W/m². With the facade half as far above air temperature as the ground, a ground excess \(x\) satisfies \((2.39+1.25/2)x=1.07\), in W/m² with \(x\) in kelvin. Hence \(x\approx0.4\) K, in agreement with the full solution.

## When the diffuse wall wins

The difference between the coats is

\[
P_d-P_u=\int d\lambda\int d\Omega\,\cos\theta\,(\varepsilon_d-\varepsilon_u)(B-L_{\rm in}).
\]

Since \(\varepsilon_d\ge\varepsilon_u\) in every channel, this difference rises with wall temperature and can change sign only once. Here it does so at 316.7 K. This temperature does not depend on \(h\), which cancels from the comparison. At that point the heat gained from the ground through the surrendered channels equals the heat lost through the others.

The sunlight needed to reach it does depend on \(h\). For 8 W/m²K it is 136 W/m² absorbed, of which \(8(316.7-305)\approx94\) W/m² goes to convection and the rest to radiation. A wall absorbing more than this is cooler with the broadband diffuse coat: it has become hot enough for the extra channels to act, on balance, as outlets. Cool ground can have the same effect.

A different limit applies if the selective coat alone absorbs more sunlight. At the original diffuse wall temperature, \(P_u-P_d=47.6\) W/m². That much extra absorbed sunlight brings the selective wall up to the same temperature and cancels its advantage.

The ordering rule was also tested on 80 random cases with ground at 280–335 K, facade at 285–325 K, \(S\) of 0–250 W/m² and \(h\) of 3–20 W/m²K. It predicted the cooler wall each time; the upward coat won 24 cases. That count reflects the chosen ranges, not the climate of real streets.

## Beside a real wall

The parameters describe a shaded wall opposite sunlit paving on a clear, hot afternoon; ground 20 K above air is a rough but plausible value for dark paving. The uniform ground temperature presumes paving that is sunlit up to the foot of the wall. If the wall is shaded by its own building, the shadow also covers the nearest paving: 46% of the ground's view fraction with the sun at a profile angle of 60°, and 73% at 45°. With that strip at air temperature the advantage falls from 5.2 K to about 3.5 K and 2.5 K. The low solar load is demanding. If 200 W/m² of scattered sunlight fell on the wall, 10 W/m² would mean 5% absorption, and the cancelling extra load would mean 24 percentage points more. Bare metal mirrors, which sunlight can strike up to twice in a tooth with reflecting ledges, could use up part of that margin.

Other departures change the 5.2 K advantage less drastically. Suppose the ledges absorb 95% in the window and 10% outside it, the mirrors absorb 3%, and the diffuse coat has emissivity 0.95: the advantage becomes 4.6 K. Humid air with \(t=0.5\) gives 4.55 K. Ground and facade that reflect 5% of a sky taken as uniformly clear as the zenith give 4.8 K. A second window at 17–22 µm with transmittance 0.2, open to the broadband coat, gives 5.1 K, and sky emission from air 3 K cooler gives 4.9 K. The sawtooth has 1.73 times the area of a flat wall; scaling its convection by this factor gives 4.4 K. All six changes together leave 3.5 K. The air within the street is not among them. If it intercepts 30–40% of the exchange outside the window, a rough estimate for paths of 10–20 m in moderately humid air, that alone lowers the advantage to 4.3–4.0 K, more than any single one of the six.

Wind matters more, because it ties both walls to the air: \(h=20\) W/m²K leaves 2.6 K in the otherwise unchanged example. Heat conduction to a room at air temperature would act in the same way, by adding to \(h\). For a pitch of 1 mm the ledges are 0.577 mm deep. Diffraction at 13 µm, estimated as wavelength over ledge depth, then blurs directions by about 1.3°, small beside the 60° width of the angular step.

These are model results, not measurements. They support upward window emission for a wall that absorbs little sunlight and faces ground and facades at least several kelvin warmer than itself. Apart from the shadow and street-air estimates, the values are in the numerical output.

## Computed results

```
street width, building height, wall point: 20, 10, 5 m
air, facade, ground: 305, 315, 325 K
zenith window transmittance: 0.75
convection: 8 W/m2K; absorbed sunlight: 10 W/m2
opposite roof angle: 14.04 deg
view fractions ground, facade, sky: 0.3787, 0.2425, 0.3787
upward-weighted fractions ground, facade, sky: 0.0193, 0.1213, 0.3595
transmitted sky fraction K_t, diffuse and upward: 0.2035, 0.1968
exitance at air temperature, total and 8-13 um: 490.7, 159.9 W/m2
exitance at facade temperature, total and 8-13 um: 558.3, 185.5 W/m2
exitance at ground temperature, total and 8-13 um: 632.6, 213.3 W/m2
sawtooth emissivity at -30, -15, 0, 15, 30 deg: 0.000, 0.268, 0.500, 0.732, 1.000
ledge area per wall area: 0.577; hemispherical mean: 0.500
largest ray-trace deviation of emissivity: 0.0005
tilted-axis film, absorptance up and down: 0.6010, 0.6010
gyrotropic film, absorptance up and down: 0.5296, 0.6224
largest deviation, direct sum from power formula: 0.003 W/m2
broadband diffuse, wall at air T: ground -53.8, facade -16.4, sky 32.5, net -37.6 W/m2
window diffuse, wall at air T: ground -20.2, facade -6.2, sky 32.5, net 6.1 W/m2
broadband upward, wall at air T: ground -2.7, facade -8.2, sky 31.5, net 20.5 W/m2
window upward, wall at air T: ground -1.0, facade -3.1, sky 31.5, net 27.3 W/m2
broadband diffuse, steady temperature: 308.27 K (+3.27 K from air)
window diffuse, steady temperature: 305.37 K (+0.37 K from air)
broadband upward, steady temperature: 304.06 K (-0.94 K from air)
window upward, steady temperature: 303.12 K (-1.88 K from air)
advantage of window upward over broadband diffuse: 5.16 K
conductance to ground plus facade, diffuse and upward: 4.67, 0.38 W/m2K
surroundings at air T, net power diffuse and upward: 32.5, 31.5 W/m2
surroundings at air T, steady advantage: 0.76 K
tie for wall at air T: ground 0.4 K and facade 0.2 K above air
crossover wall temperature: 316.7 K; absorbed sunlight: 136 W/m2
extra absorbed sunlight cancelling the advantage: 47.6 W/m2
random streets where upward wins: 24 of 80
sawtooth surface area per wall area: 1.732
advantage with imperfect emitter and mirrors: 4.64 K
advantage with humid air, zenith transmittance 0.5: 4.55 K
advantage with surroundings reflect 5 % of sky: 4.78 K
advantage with 17-22 um window, transmittance 0.2: 5.06 K
advantage with sky emits from air 3 K cooler: 4.89 K
advantage with convection scaled by sawtooth area: 4.42 K
advantage with strong wind, h = 20 W/m2K: 2.61 K
advantage with first six together: 3.50 K
diffraction blur, 1 mm pitch at 13 um: 1.3 deg
```
